# Fundamental Gap, Derivative Discontinuity and Semilocal Schottky Barriers

## 1. Definitions and conventions

Ions are held fixed. $E(M)$ is the ground-state energy of $M$ electrons in the external potential $v(\mathbf r)$, and $N$ is the integer electron number of interest. The ionisation energy, electron affinity and fundamental gap are

$$I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),\qquad E_g=I-A .$$

The formal parts use Hartree atomic units. The contact example uses eV, with barriers written as energies.

The universal functional $F[n]$ is the lowest expectation value of kinetic plus electron-electron energy among ensembles of density $n$. $T_s[n]$ is the same quantity without interaction. With the Hartree energy $E_H$,

$$F[n]=T_s[n]+E_H[n]+E_{xc}[n],\qquad v_{xc}=\frac{\delta E_{xc}}{\delta n}.$$

The notation $N\pm0$ means the limit $N\pm f$ with $f\to0^+$. The Kohn-Sham (KS) levels $\varepsilon_j$ count spin-orbitals in order of energy. Unless marked otherwise, they belong to the potential reached from $N-0$, and $E_g^{KS}=\varepsilon_{N+1}-\varepsilon_N$.

Four assumptions are made: $E(M)$ is convex in $M$; the densities are ground-state densities of some non-interacting system; the KS gap is non-zero; and the one-sided functional derivatives have limits that depend on the limiting density and on the side of approach. The result to be shown is

$$\boxed{E_g=E_g^{KS}+\Delta_{xc},\qquad \Delta_{xc}=v_{xc}(\mathbf r)\big|_{N+0}-v_{xc}(\mathbf r)\big|_{N-0}}$$

with $\Delta_{xc}$ independent of $\mathbf r$.

## 2. Energy at fractional electron number

A system with mean number $N+f$, $0\le f\le1$, is an ensemble with weights $p_M$, where $\sum_M p_M=1$ and $\sum_M p_M M=N+f$. Draw the straight line through the energies at $N$ and $N+1$:

$$L(x)=E(N)+(x-N)\,[E(N+1)-E(N)].$$

Convexity means $E(M)\ge L(M)$ at every integer $M$. Since $L$ is linear,

$$\sum_M p_M E(M)\ \ge\ \sum_M p_M L(M)=L(N+f).$$

The choice $p_N=1-f$, $p_{N+1}=f$ reaches this lower bound. Hence

$$E(N+f)=(1-f)E(N)+fE(N+1),$$

with slope $E(N+1)-E(N)=-A$. The same argument between $N-1$ and $N$ gives the slope $E(N)-E(N-1)=-I$.

## 3. The jump of each functional derivative

At fixed particle number, the density minimises $F[n]+\int vn$. With a Lagrange multiplier $\mu$,

$$\frac{\delta F}{\delta n(\mathbf r)}+v(\mathbf r)=\mu .$$

To identify $\mu$, let the particle number $x$ change while $v$ stays fixed:

$$\frac{dE}{dx}=\int\!\left(\frac{\delta F}{\delta n}+v\right)\frac{\partial n}{\partial x}\,d^3r=\mu\,\frac{d}{dx}\int n\,d^3r=\mu .$$

So $\mu=-I$ just below $N$ and $\mu=-A$ just above. On both sides the density tends to the same $n_N$, and $v$ is the same. Subtracting the two Euler equations gives

$$\frac{\delta F}{\delta n(\mathbf r)}\bigg|_{N+0}-\frac{\delta F}{\delta n(\mathbf r)}\bigg|_{N-0}=-A-(-I)=I-A .$$

Now repeat the argument for non-interacting electrons in the fixed KS potential that yields $n_N$. Their energy is a sum of the lowest levels, so its slope is $\varepsilon_N$ below $N$ and $\varepsilon_{N+1}$ above. Therefore

$$\frac{\delta T_s}{\delta n(\mathbf r)}\bigg|_{N+0}-\frac{\delta T_s}{\delta n(\mathbf r)}\bigg|_{N-0}=\varepsilon_{N+1}-\varepsilon_N=E_g^{KS}.$$

The Hartree potential is an integral over the density and has no jump. Since $E_{xc}=F-T_s-E_H$,

$$\Delta_{xc}=(I-A)-E_g^{KS}-0 ,$$

which is the boxed result. Both jumps on the right are the same at every $\mathbf r$, so $\Delta_{xc}$ is a constant.

In a continuum the limit is taken at a fixed point $\mathbf r$. For a finite system at small $f>0$, the raised part of $v_{xc}$ is a plateau around the system, and its edge moves outwards as $f\to0$.

## 4. What the constant does to the levels

The KS Euler equation is $\delta T_s/\delta n+v_s=\mu_s$. With $v_s=v+v_H+v_{xc}$, its left side equals $\delta F/\delta n+v$, so $\mu_s=\mu$. The multiplier of the non-interacting problem is the partly filled level. Thus

$$\varepsilon_N\big|_{N-0}=-I,\qquad \varepsilon_{N+1}\big|_{N+0}=-A=\varepsilon_{N+1}\big|_{N-0}+\Delta_{xc}.$$

A constant potential leaves orbitals and density unchanged. It does change the energy assigned to an added electron. This is why an exact ground-state density is compatible with a KS gap that differs from the fundamental gap.

## 5. A system that can be solved

Take two sites with hopping $-t$, repulsion $U$ on each site, and site potentials $+w/2$ and $-w/2$, where $t=0.1$, $U=0.4$ and $w=0.3$ Ha. One electron has

$$E(1)=-\sqrt{t^2+w^2/4}=-0.180278\ \text{Ha}.$$

Three electrons are one hole in a full shell, so $E(3)=U-\sqrt{t^2+w^2/4}=0.219722$ Ha. For two electrons, the singlet states with both electrons on site 1, both on site 2, or one on each have energies $U+w$, $U-w$ and $0$. The last couples to each of the others by $-\sqrt2\,t$. Eliminating the doubly occupied states gives

$$E=\frac{2t^2}{E-U-w}+\frac{2t^2}{E-U+w},$$

whose lowest root is $E(2)=-0.116757$ Ha. Hence $I=-0.063521$ Ha, $A=-0.336479$ Ha and $E_g=0.272958$ Ha (7.43 eV). The negative $I$ reflects the energy zero of the model, which has no vacuum level.

The site occupations are 0.728164 and 1.271836. Non-interacting electrons reproduce them with a site-potential difference $w_s=0.056495$ Ha, so

$$E_g^{KS}=\sqrt{4t^2+w_s^2}=0.207826\ \text{Ha}\quad(5.66\ \text{eV}).$$

The xc potential can also be found by differentiating the functionals numerically. This checks the algebra rather than giving independent evidence, because the ensemble energies inside $F$ and $T_s$ already carry the slopes found in part 2. On each side of $N=2$, the functional follows from

$$F(n_1,n_2)=\max_{w'}\left[E_{w'}(n_1+n_2)-\tfrac12w'(n_1-n_2)\right],$$

and $T_s$ from the same expression with $U=0$. Subtracting $T_s$ and $E_H=\tfrac U2(n_1^2+n_2^2)$ leaves $E_{xc}$, which is differentiated numerically with respect to $n_1$ and $n_2$ separately. The values at $N-0$ are $-0.245584$ and $-0.219548$ Ha on sites 1 and 2. At $N+0$ they are $-0.180452$ and $-0.154416$ Ha. Both sites jump by $0.065132$ Ha (1.77 eV), and

$$0.207826+0.065132=0.272958\ \text{Ha}.$$

Here the discontinuity supplies 24% of the fundamental gap.

The symmetric case $w=0$ shows the limits. The equation for $E(2)$ becomes $E(E-U)=4t^2$, so $E(2)=\tfrac12(U-\sqrt{U^2+16t^2})$. By symmetry $w_s=0$ and $E_g^{KS}=2t$. Then

$$E_g=E(1)+E(3)-2E(2)=\sqrt{U^2+16t^2}-2t,$$

$$\Delta_{xc}=\sqrt{U^2+16t^2}-4t .$$

For $U\ll t$ this is $U^2/(8t)$. For $U\gg t$ it approaches $U-4t$, and nearly the whole gap comes from the discontinuity.

## 6. Why a semilocal functional misses it

Here semilocal means a functional of LDA or GGA type, for which $v_{xc}(\mathbf r)$ is a smooth function of the density and its derivatives at $\mathbf r$. Meta-GGAs that depend on the orbital kinetic-energy density are not covered by the argument. The density is continuous through integer $N$, so this potential has no jump.

One might hope to recover the missing part from total energies. The envelope argument of part 3 also holds for the approximate functional, so $dE/dx$ equals its partly filled level. Therefore

$$E^{SL}(N+1)-E^{SL}(N)=\int_0^1\varepsilon_{N+1}(N+f)\,df,$$

$$E^{SL}(N)-E^{SL}(N-1)=\int_0^1\varepsilon_N(N-1+f)\,df .$$

In a small molecule the levels move strongly with $f$, and the total-energy gap can differ much from the level gap. In a crystal of $M_c$ cells, one delocalised electron changes the density in each cell by order $1/M_c$. With a compensating uniform background, the levels then shift by order $1/M_c$. The difference of the two integrals tends to the semilocal level gap $E_g^{SL}$:

$$E^{SL}(N+1)+E^{SL}(N-1)-2E^{SL}(N)=E_g^{SL}+O(1/M_c).$$

A self-consistent ring with two sites per cell shows this. Its site potentials are $\pm0.15$ Ha, its hopping is 0.1 Ha, and its local energy per site is $\tfrac12Un^2-c_xn^{4/3}$ with $U=0.2$ and $c_x=0.1$ Ha. The level gap is 0.138117 Ha. The total-energy gap exceeds it by $2.356\times10^{-3}$, $5.881\times10^{-4}$ and $1.470\times10^{-4}$ Ha for 50, 200 and 800 cells. Each fourfold increase in size divides the excess by about four. Charged supercells thus do not restore $\Delta_{xc}$ for delocalised states. The argument does not cover a carrier that localises.

## 7. Consequence for barriers

Let $E_F$ be the Fermi level at the contact. The band edges $E_c$ and $E_v$ are taken beyond the interface dipole, but over a distance short compared with the depletion width. The barriers are

$$\Phi_n=E_c-E_F,\qquad \Phi_p=E_F-E_v .$$

The interface shifts both bulk edges by the same electrostatic energy $s$, so $E_c=-A+s$ and $E_v=-I+s$. Adding the barriers removes $s$ and $E_F$:

$$\Phi_n+\Phi_p=I-A=E_g .$$

Barriers read from semilocal bands add up to $E_g^{SL}$ instead. Their sum is short by

$$D=E_g-E_g^{SL}=\Delta_{xc}+\left(E_g^{KS}-E_g^{SL}\right).$$

The deficit equals $\Delta_{xc}$ only when the semilocal gap equals the exact KS gap.

With $E_F$ as common reference, define $\delta_c=E_c-E_c^{SL}$ and $\delta_v=E_v^{SL}-E_v$. Then

$$\Phi_n=\Phi_n^{SL}+\delta_c,\qquad \Phi_p=\Phi_p^{SL}+\delta_v,\qquad \delta_c+\delta_v=D .$$

The gap theorem fixes the sum, not the two terms. A separate calculation of quasiparticle edges, meaning true electron addition and removal energies, is needed for the split. Even the exact KS potential does not settle it. The frontier level of the joined system is the metal's Fermi level. The semiconductor's valence edge lies below it, and part 4 gives no theorem for such a deeper level.

## 8. When the error enters the density

If $0<\Phi_n<\delta_c$, then $\Phi_n^{SL}<0$ although the true barrier is positive: before charge is allowed to move, the semilocal conduction edge lies below $E_F$. Electrons then enter the semiconductor. In a deep undoped interior at zero temperature, neutrality requires the bands to bend until $E_c^{SL}$ is no longer below $E_F$. The resulting density and dipole contain spurious charge, so shifting the levels afterwards is not a sure cure.

A chain with site energies $\pm d$, hopping $-t$ and spacing $b$ makes this concrete. For amplitudes $a_1,a_2$ on the two kinds of site,

$$(E-d)a_1=-2t\cos(kb)\,a_2,\qquad (E+d)a_2=-2t\cos(kb)\,a_1 .$$

Multiplying the equations gives $E^2=d^2+4t^2\cos^2(kb)$, with gap $2d$. Near the edge put $kb=\pi/2+q$, so $\cos^2(kb)=\sin^2q$. If the Fermi level lies inside the conduction band, $d<E_F<\sqrt{d^2+4t^2}$,

$$\sin q_F=\frac{\sqrt{E_F^2-d^2}}{2t}.$$

The filled conduction states span a total width $2q_F$ in $kb$. This gives $2q_F/2\pi$ states per site and spin. Two sites and two spins make $4q_F/\pi$ electrons per cell.

Take $t=1.0$ eV, semilocal edges at $\pm0.30$ eV and $E_F=0.40$ eV. The formula gives 0.1689 electrons per cell. A chain with 600 semiconductor cells, joined to a metal chain of 400 sites, has 0.168 in its middle third. The discrete level spacing moves this between 0.168 and 0.170 when the metal length changes by up to ten sites. Moving the edges to $-0.40$ and $+0.70$ eV at the same $E_F$ reduces the excess below $10^{-8}$. Site energies are fixed here, so this is the filling before bands bend.

The same chain shows how gap states penetrate. Inside the gap put $kb=\pi/2+i\kappa b$, so $\cos^2(kb)=-\sinh^2(\kappa b)$ and

$$\sinh(\kappa b)=\frac{\sqrt{d^2-E^2}}{2t}.$$

Their density decays as $e^{-2\kappa x}$. At midgap, the decay length $1/2\kappa$ is 1.84 sites for a 1.1 eV gap and 3.35 sites for a 0.6 eV gap, with hopping held fixed. This concerns individual energy levels. The exact KS theory still gives the exact total density.

## 9. Two silicide contacts on silicon

The gap is taken as 1.1 eV and the semilocal gap as 0.6 eV, both rough values for silicon. Thus $D=1.10-0.60=0.50$ eV. The split is an assumption: $\delta_v=0.10$ eV, hence $\delta_c=0.40$ eV. The semilocal barriers below are chosen inputs, not computed interfaces.

**First contact.** With $\Phi_p^{SL}=0.35$ eV, $\Phi_n^{SL}=0.60-0.35=0.25$ eV. The corrected barriers are $\Phi_n=0.65$ eV and $\Phi_p=0.45$ eV. If the semilocal hole barrier were simply subtracted from the full gap, the result would be $\Phi_n=0.75$ eV. That procedure assumes $\delta_v=0$.

**Second contact.** With $\Phi_p^{SL}=0.70$ eV, $\Phi_n^{SL}=-0.10$ eV. The corrected values are $\Phi_n=0.30$ eV and $\Phi_p=0.80$ eV. The uncorrected calculation predicts no electron barrier where the model has one. These are the edges used in part 8.

For the first contact, consider thermionic emission at 300 K, where $k_BT=0.02585$ eV. One valley contributes

$$J=\frac{2q_e}{(2\pi)^3}\int_{k_x>0}v_x\,e^{-(\Phi_n+\epsilon)/k_BT}\,d^3k ,$$

where $q_e$ is the elementary charge and $\epsilon$ the energy above the conduction edge. Since $v_x\,dk_x=d\epsilon_x/\hbar$, the $k_x$ integral is $k_BT/\hbar$. The transverse Gaussians give $2\pi k_BT\sqrt{m_ym_z}/\hbar^2$. Hence

$$J=\frac{q_e(k_BT)^2\sqrt{m_ym_z}}{2\pi^2\hbar^3}\,e^{-\Phi_n/k_BT}.$$

On a (100) face, silicon's six valleys sum to $2m_t+4\sqrt{m_lm_t}=2.05$ electron masses, for $m_l=0.92$ and $m_t=0.19$. With the free-electron constant 120.17 A/cm²K²,

$$J_0=120.17\times2.052\times300^2\,e^{-\Phi_n/k_BT}\ \text{A/cm}^2 .$$

This is $1.4\times10^3$ A/cm² for the semilocal barrier and $2.7\times10^{-4}$ A/cm² for the corrected one. Their ratio is $e^{0.40/0.02585}\approx5\times10^6$. From $J=J_0(e^{q_eV/k_BT}-1)$, the zero-bias contact resistivity is $k_BT/(q_eJ_0)$: $1.8\times10^{-5}$ and 97 Ω cm².

**Neglected effects.** For doping of $10^{16}$ cm⁻³ and $\Phi_n=0.65$ eV, the band bending is 0.445 eV over 240 nm. The peak field is $2\times0.445\ \text{V}/240\ \text{nm}=0.037$ MV/cm. Image-force lowering is 0.021 eV, which raises $J_0$ by a factor of about 2.3. At the most favourable energy below the barrier top, tunnelling with the transverse mass shifts the exponent by the equivalent of 0.3 meV. The full correction to the current sums over energies and depends on the shape of the barrier top. A WKB estimate over all valleys gives a factor of about 1.5 for a sharp top, equivalent to 11 meV, and about 1.04 on top of the image lowering for the image-rounded barrier. The doping is $3.6\times10^{-4}$ of the effective density of states, so degeneracy is negligible. Scattering in the depletion layer and quantum reflection, which lower the current, are left out. Effective Richardson constants quoted for n-type silicon are roughly half the ideal 247 A/cm²K² used here.

These estimates are for the corrected barrier. At the semilocal barrier of 0.25 eV the band bending is only 0.045 eV, less than $2k_BT$. The semilocal current and resistivity are therefore formal values of the thermionic formula, useful for showing the size of the exponential error.

The theorem holds for fixed ions, whereas 1.1 eV is a room-temperature gap. A rough estimate of lattice vibration gives a reduction of 0.10 eV, and spin-orbit splitting raises the valence edge by 0.015 eV. Both make the gap smaller. Removing them would raise the gap, and with it the electronic deficit, by about 0.12 eV. The working value $D=0.50$ eV therefore combines the electronic error with these two shifts, which partly offset it.

**Beside real contacts.** The corrected barriers lie in the rough range of nickel silicide (first) and rare-earth silicides (second) on silicon. The inputs were chosen for these regimes, so the agreement is no test of the theory. The 97 Ω cm² belongs to a lightly doped diode. Device contacts are doped near $10^{20}$ cm⁻³, which breaks the thermionic assumption. Tunnelling at the band edge through a parabolic barrier has the exponential factor $e^{-V_b/E_{00}}$, where $V_b$ is the band bending, which is close to $\Phi_n$ only when the Fermi level lies near the band edge, with $E_{00}=\tfrac12\hbar q_e\sqrt{N_d/(m\,\epsilon_s)}$ for doping $N_d$, tunnelling mass $m$ and permittivity $\epsilon_s$. This energy is 1.245 meV for the diode above, with the transverse mass $0.19$ and a relative permittivity of 11.7. It grows as the square root of doping and would reach 0.12 eV. Taking $V_b\approx\Phi_n$ and replacing $e^{-0.65/0.02585}$ by $e^{-0.65/0.1245}$ raises the exponential factor by between eight and nine orders of magnitude. For the two valleys that tunnel with the longitudinal mass the gain is about six orders. The prefactor changes too. At such doping the Fermi level lies about 0.065 eV above the band edge, so $V_b\approx0.72$ eV. The field reaches about 4.7 MV/cm over 3 nm, and the image formula gives a lowering near 0.24 eV. This is therefore only a rough guide to the current. The barrier error still matters there, but through a different exponent. The numerical output lists the remaining intermediate values.

## Numbers as computed

```
Two-site t, U, w: 0.1, 0.4, 0.3 Ha
E(1), E(2), E(3): -0.180278, -0.116757, 0.219722 Ha
Site occupations at N=2: 0.728164, 1.271836 electrons
I, A: -0.063521, -0.336479 Ha
Fundamental gap: 0.272958 Ha = 7.428 eV
KS site-potential difference: 0.056495 Ha
KS gap: 0.207826 Ha = 5.655 eV
v_xc below N=2, sites 1,2: -0.245584, -0.219548 Ha
v_xc above N=2, sites 1,2: -0.180452, -0.154416 Ha
Delta_xc: 0.065132 Ha = 1.772 eV
KS levels below N=2: 0.063521, 0.271347 Ha
KS levels above N=2: 0.128653, 0.336479 Ha
Ring t, d, U, c_x: 0.1, 0.15, 0.2, 0.1 Ha
Ring KS gap: 0.138117 Ha
Ring 50 cells, total-energy minus KS gap: 2.356e-03 Ha
Ring 200 cells, total-energy minus KS gap: 5.881e-04 Ha
Ring 800 cells, total-energy minus KS gap: 1.470e-04 Ha
Rough gap, semilocal gap: 1.10, 0.60 eV
Barrier-sum deficit D: 0.50 eV
Assumed delta_v, resulting delta_c: 0.10, 0.40 eV
first contact semilocal Phi_n, Phi_p: 0.25, 0.35 eV
first contact corrected Phi_n, Phi_p: 0.65, 0.45 eV
second contact semilocal Phi_n, Phi_p: -0.10, 0.70 eV
second contact corrected Phi_n, Phi_p: 0.30, 0.80 eV
Chain hopping: 1.0 eV
Midgap density tail, full gap: 1.841 sites
Midgap density tail, semilocal gap: 3.346 sites
Tail-length ratio: 1.818 (no unit)
Second-contact chain Fermi level: 0.40 eV from SL midgap
Interior excess, semilocal edges: 0.1681 electrons/cell
Interior excess, bulk-band formula: 0.1689 electrons/cell
Interior excess below 1e-8 with corrected edges: True
Temperature, kT: 300 K, 0.02585 eV
Silicon masses long., trans.: 0.92, 0.19 m_e (rough)
Free-electron Richardson constant: 120.17 A/cm2/K2
(100) valley mass factor: 2.052 (no unit)
First contact J0, semilocal Phi_n: 1.401e+03 A/cm2
First contact J0, corrected Phi_n: 2.672e-04 A/cm2
Saturation-current ratio: 5.245e+06 (no unit)
Contact resistivity, semilocal: 1.845e-05 ohm cm2
Contact resistivity, corrected: 9.676e+01 ohm cm2
Doping, relative permittivity: 1.0e+16 cm^-3, 11.7
Nc: 2.744e+19 cm^-3; Nd/Nc: 3.64e-04
Band bending, depletion width: 0.445 eV, 240.0 nm
Peak depletion field: 0.0371 MV/cm
Image-force lowering: 0.0214 eV
Tunnelling energy E00: 1.245 meV
Tunnelling-equivalent lowering: 0.344 meV
Rough zero-point shift, phonon scale: 0.06 eV, 400.0 K
Lattice-vibration gap reduction: 0.103 eV
Rough spin-orbit splitting: 0.044 eV
Spin-orbit rise of valence edge: 0.0147 eV
```
